# AC Hopping Conductivity from the Eigenmodes of a Reversible Master Equation

Suppose the conductivity of a disordered hopping material is estimated by adding up half the squared displacement along the field of every hop, weighted by how often that hop occurs. For the sample treated below this gives $2.9\times10^{-8}$ S/cm at every frequency. The dc conductivity of that sample is half as large, $1.4\times10^{-8}$ S/cm, and the estimate misses the whole frequency dependence. The error is to treat successive hops as independent. A carrier that has just made an easy hop is often likely to hop back, and a slow field sees the return as well as the hop.

The relaxation modes of the master equation contain these returns. Two sites are enough to show how.

## Two sites by hand

Take a periodic chain of sites $A$ with spacing $a$. To each $A$ attach a dead-end site $B$, displaced by $+a$ along the field and connected to its own $A$ alone. All energies are equal and every hop has rate $w$. By periodicity we follow two occupation probabilities, $p_A+p_B=1$, which are both $1/2$ in equilibrium.

A field $E$ enters through $F=qEa/kT$, where $q$ is the carrier charge. For $|F|\ll1$, hops along the field have rate $w(1+F/2)$ and hops against it $w(1-F/2)$. Write $p_B=\tfrac12+x$ and $p_A=\tfrac12-x$, with $x$ of order $F$. The net flux from $A$ to $B$ is

$$w(1+\tfrac F2)(\tfrac12-x)-w(1-\tfrac F2)(\tfrac12+x)=w\left(\tfrac F2-2x\right),$$

where products $Fx$ cancel or are of second order. This flux is $dx/dt$. On the chain, forward and backward hops both start from $A$ sites, so the net flux is $p_AwF=wF/2$ to first order. Each flux moves charge by $a$, so the mean velocity is

$$v=aw\left[\tfrac F2+\left(\tfrac F2-2x\right)\right]=aw(F-2x).$$

Let all driven quantities vary as $e^{+i\omega t}$, with real parts understood. Then $i\omega x=w(F/2-2x)$, hence $x=(wF/2)/(2w+i\omega)$ and

$$v=awF\left[1-\frac{w}{2w+i\omega}\right].$$

At high frequency the bracket is 1: both bonds carry current, because $x$ has no time to build up. At zero frequency it is $1/2$: the dead end has filled until its net flux vanishes. Its real part is

$$1-\frac{2w^2}{4w^2+\omega^2}=\frac12+\frac{\omega^2}{2(4w^2+\omega^2)},$$

which is positive and rises with frequency. There is one relaxation rate, $2w$, and one negative term. A general network has the same structure with more modes.

## The general network

Consider independent carriers on a finite, connected, periodically repeated network. Bond $\ell$ runs from site $s$ to site $e$, with displacement $d_\ell$ along the field. Its forward and backward rates are $W_\ell^+$ and $W_\ell^-$. Detailed balance at zero field means

$$W_\ell^+p_s=W_\ell^-p_e\equiv\Gamma_\ell,$$

where $p_i$ is the normalized Boltzmann probability. Thus $\Gamma_\ell$ is the equilibrium one-way flux.

Let $g=qE/kT$. The field must multiply the ratio of forward to backward rate by $e^{gd_\ell}$. To first order we may write

$$W_\ell^+\to W_\ell^+(1+\theta_\ell gd_\ell),\qquad W_\ell^-\to W_\ell^-[1-(1-\theta_\ell)gd_\ell],$$

with any sharing $\theta_\ell$. Write the perturbed populations as $p_i+g\,p_if_i$. The net flux on the bond becomes

$$J_\ell=g\Gamma_\ell[f_s-f_e+\theta_\ell d_\ell+(1-\theta_\ell)d_\ell]=g\Gamma_\ell(d_\ell-f_e+f_s).$$

The sharing has dropped out, so linear response depends on the zero-field rates and local detailed balance alone.

Define the source and the symmetric matrix $K$ by

$$b_i=\sum_{\ell\text{ ending at }i}\Gamma_\ell d_\ell-\sum_{\ell\text{ starting at }i}\Gamma_\ell d_\ell,\qquad f^TKf=\sum_\ell\Gamma_\ell(f_e-f_s)^2.$$

The population of a site changes by incoming minus outgoing flux. With $P=\mathrm{diag}(p_i)$, dividing by $g$ gives

$$i\omega Pf=b-Kf.$$

The velocity is $v=\sum_\ell d_\ell J_\ell$. Since $\sum_\ell\Gamma_\ell d_\ell(f_e-f_s)=\sum_ib_if_i$,

$$\frac vg\equiv D(\omega)=D_\infty-b^Tf,\qquad D_\infty=\sum_\ell\Gamma_\ell d_\ell^2.$$

Now set $f=P^{-1/2}y$ and multiply the population equation by $P^{-1/2}$:

$$(H+i\omega)y=P^{-1/2}b,\qquad H=P^{-1/2}KP^{-1/2}.$$

If the zero-field master equation is $\dot p=Mp$, then $M=-KP^{-1}$ and $H=-P^{-1/2}MP^{1/2}$. The matrix $H$ is real and symmetric, so it has orthonormal eigenvectors $\phi_m$ and real eigenvalues $\lambda_m$. They are nonnegative because $y^THy=f^TKf$ is a sum of squares. On a connected network this sum vanishes for constant $f$ alone, which gives one zero mode, $\phi_0=(\sqrt{p_i})$.

Let $c_m=\phi_m^TP^{-1/2}b$. The zero mode has $c_0=\sum_ib_i=0$, since every bond enters $b$ once with each sign. Expanding $y$ in the other modes gives $b^Tf=\sum_mc_m^2/(\lambda_m+i\omega)$. The current density is $nqv$ for carrier density $n$, and therefore

$$\boxed{\sigma(\omega)=\frac{nq^2}{kT}\left[D_\infty-\sum_{m\ge1}\frac{c_m^2}{\lambda_m+i\omega}\right].}$$

For the two-site example, $\Gamma=w/2$ on both bonds, so $D_\infty=a^2w$. The chain bond starts and ends on $A$ and cancels from $b$, leaving $b_B=-b_A=aw/2$. The nonzero mode is $(-1,1)/\sqrt2$ in the order $A,B$, with $\lambda_1=2w$. Since $P^{-1/2}$ multiplies by $\sqrt2$, $c_1=aw$. The formula returns the result found by hand.

A stronger check solves the full master equation with field-dependent rates, without linearizing. It used a 27-site disordered cell, field amplitude $qEa/kT=10^{-3}$, three frequencies ($\omega$ equal to 0.03, 0.3 and 3 nearest-neighbour rates) and two sharings of the field factor. The largest difference from the modal formula was $3.8\times10^{-6}$ of the response's magnitude.

## Nonnegative absorption and the dc limit

The mean power absorbed per volume is $\tfrac12\mathrm{Re}\,\sigma\,|E|^2$, so the sign of $\mathrm{Re}\,D$ matters. At $\omega=0$, $f$ solves $Kf=b$; an added constant in $f$ has no effect. Consider, for any $f$,

$$Q[f]=\sum_\ell\Gamma_\ell(d_\ell-f_e+f_s)^2=D_\infty-2b^Tf+f^TKf.$$

At the solution, $f^TKf=b^Tf$, so $Q=D_\infty-b^Tf=D(0)\equiv D_0$. Changing the solution by $h$ adds $h^TKh\ge0$. Hence $D_0$ is the minimum of $Q$, and it cannot be negative.

For $\omega>0$, use $\mathrm{Re}\,(\lambda+i\omega)^{-1}=\lambda/(\lambda^2+\omega^2)$ and $D_\infty=D_0+\sum_mc_m^2/\lambda_m$. Since

$$\frac1\lambda-\frac{\lambda}{\lambda^2+\omega^2}=\frac{\omega^2}{\lambda(\lambda^2+\omega^2)},$$

we obtain

$$\mathrm{Re}\,D=D_0+\sum_{m\ge1}\frac{c_m^2\,\omega^2}{\lambda_m(\lambda_m^2+\omega^2)}.$$

Every term is nonnegative. The derivative of each term with respect to $\omega^2$ is $c_m^2\lambda_m/(\lambda_m^2+\omega^2)^2\ge0$, so absorption never falls as frequency rises.

An isolated cluster is a useful second case. There $d_\ell=x_e-x_s$, a difference of site coordinates. Choosing $f_i=x_i$ makes $Q=0$, so no dc current flows. Also $b=Kx$, which gives $c_m=\lambda_m\phi_m^TP^{1/2}x$. With $D_0=0$,

$$D=\sum_{m\ge1}c_m^2\left(\frac1{\lambda_m}-\frac1{\lambda_m+i\omega}\right)\to i\omega\sum_{m\ge1}\frac{c_m^2}{\lambda_m^2}=i\omega\left(\langle x^2\rangle-\langle x\rangle^2\right)$$

as $\omega\to0$. The last step uses completeness of the modes; leaving out $\phi_0$ subtracts $\langle x\rangle^2$. The cluster behaves as a capacitor whose polarizability is set by the equilibrium spread of position.

These signs belong to response about equilibrium. Put the two-site network under a strong steady bias $F$, with rates $we^{\pm F/2}$. Zero net flux into the dead end requires $p_B=e^Fp_A$, so $p_A=1/(1+e^F)$. The drift comes from the chain:

$$\frac{v}{aw}=\frac{e^{F/2}-e^{-F/2}}{1+e^F}=e^{-F/2}\tanh\frac F2.$$

Its slope with respect to $F$ is $\tfrac12$ at $F=0$ but $-0.0605$ at $F=4$. A slow, small signal added to that bias therefore extracts power from the bias source. With these rates the field pushes carriers into dead ends faster than it speeds up the chain. Beyond linear response the sharing of the field factor matters: with rates $we^F$ along the field and $w$ against it, $v/aw=\tanh(F/2)$ and the slope stays positive. For $a=1$ nm at 300 K, $F=4$ is about 1 MV/cm.

## The high-frequency limit

For $\omega$ far above all $\lambda_m$, expansion of the modal formula gives

$$\mathrm{Im}\,D\to\frac1\omega\sum_mc_m^2,\qquad D_\infty-\mathrm{Re}\,D\to\frac1{\omega^2}\sum_mc_m^2\lambda_m.$$

Both sums follow without diagonalization. By completeness, and by the definition of $H$,

$$\sum_mc_m^2=\sum_i\frac{b_i^2}{p_i},\qquad \sum_mc_m^2\lambda_m=\sum_\ell\Gamma_\ell\left(\frac{b_e}{p_e}-\frac{b_s}{p_s}\right)^2.$$

They check a computed spectrum at its fast end. The plateau itself comes from treating each hop as instantaneous. It has physical meaning only if $\omega$ can exceed the important hopping rates while staying well below the attempt frequency.

## The algorithm

1. List each bond once, with its displacement and two rates. Build $M$.
2. Find the stationary vector from $M$ alone. Compare it with the Boltzmann distribution and compare the two one-way fluxes on each bond. If $H$ were built from the forward rates and the Boltzmann distribution alone, it would be symmetric even with a wrong backward rate.
3. Form $H$, check its symmetry, diagonalize it and compute $c_m$. Confirm that there is one zero mode and that its coupling vanishes.
4. Solve $Kf=b$ with one $f_i$ fixed, and compute $D_0$ from the squares in $Q$.
5. Evaluate $\mathrm{Re}\,D$ from its nonnegative terms and $\mathrm{Im}\,D=\sum_mc_m^2\omega/(\lambda_m^2+\omega^2)$. Check the high-frequency sums.

Step 4 avoids computing a small $D_0$ as the difference of two much larger sums, $D_\infty$ and $\sum_mc_m^2/\lambda_m$. Consider a ring of six sites with equal energies and unit spacing, with five bond rates of order one and one of $10^{-20}$. A steady current has the same $I=\Gamma_\ell(1-f_e+f_s)$ on every bond. Summing $I/\Gamma_\ell$ around the ring cancels $f$ and gives $I=6/\sum_\ell\Gamma_\ell^{-1}$. Hence

$$D_0=\sum_\ell\frac{I^2}{\Gamma_\ell}=\frac{36}{\sum_\ell\Gamma_\ell^{-1}}=6.0\times10^{-20}.$$

In double precision the sum of squares gives $6.0\times10^{-20}$. Direct use of $D_\infty-\sum_mc_m^2/\lambda_m$ gives $5.6\times10^{-16}$, which is rounding error. The squares succeed because an error $h$ in $f$ enters only as $h^TKh$. They are no cure for every network. Rounding errors in $f$ leave a floor of about $6\times10^{-31}$ in this ring, so a single bond rate of $10^{-30}$ already gives an error of about 10%. If several very weak bonds cut a network into clusters, the weak rates can be lost when $K$ is assembled. Such cases need higher precision.

## A disordered molecular semiconductor

The parameters are rough values for injected carriers in an amorphous molecular semiconductor: spacing $a=1$ nm, Gaussian energy width 60 meV, attempt rate $\nu_0=10^{13}\ \mathrm{s^{-1}}$, density $10^{16}\ \mathrm{cm^{-3}}$ and temperature 300 K. Each of the 1000 sites in a periodic $10\times10\times10$ cell is linked to 26 neighbours. A hop of length $R$ that raises the energy by $\Delta$ has the Miller–Abrahams rate

$$W=\nu_0e^{-10R/a}\min(1,e^{-\Delta/kT}),$$

which obeys detailed balance. On every bond the two computed one-way fluxes differ by at most $3.3\times10^{-13}$ of their sum.

The nearest-neighbour rate without an energy barrier is $\nu_1=10^{13}e^{-10}=4.54\times10^8\ \mathrm{s^{-1}}$. With $kT/q=0.02585$ V, the mobility unit is

$$\frac{a^2\nu_1}{kT/q}=\frac{(10^{-7}\,\mathrm{cm})^2(4.54\times10^8\,\mathrm{s^{-1}})}{0.02585\,\mathrm V}=1.756\times10^{-4}\ \mathrm{cm^2/Vs}.$$

Multiplying by $nq$ gives the conductivity unit $2.814\times10^{-7}$ S/cm. The computed $D_0=0.0501\,a^2\nu_1$ and $D_\infty=0.1017\,a^2\nu_1$ then give a dc mobility of $8.8\times10^{-6}\ \mathrm{cm^2/Vs}$, a dc conductivity of $1.41\times10^{-8}$ S/cm and a plateau of $2.86\times10^{-8}$ S/cm.

| Frequency (Hz) | Re σ (S/cm) | Im σ (S/cm) |
|---|---|---|
| $10^6$ | $1.44\times10^{-8}$ | $7.1\times10^{-10}$ |
| $10^7$ | $1.64\times10^{-8}$ | $2.7\times10^{-9}$ |
| $10^8$ | $2.25\times10^{-8}$ | $4.8\times10^{-9}$ |
| $10^9$ | $2.83\times10^{-8}$ | $1.5\times10^{-9}$ |
| $10^{10}$ | $2.86\times10^{-8}$ | $1.6\times10^{-10}$ |

Half the rise is reached at 73 MHz. The largest logarithmic slope is 0.17, near 0.1 GHz. This sample has no wide power-law range: its conductivity can rise by a factor of only 2.03. Four larger cells, of side 20 and 32, give half-rise frequencies of 79 to 89 MHz, largest slopes of 0.18 to 0.23 and factors of 1.97 to 2.13. In the last two rows $\mathrm{Im}\,\sigma$ falls by nearly ten per decade, as the high-frequency limit requires. At $10^{11}$ Hz, $\omega/\nu_0$ is already 0.06, so the plateau should not be carried much further.

The choice of sample already changes the second digit. Eight cells of this size have a mean dc conductivity of $1.45\times10^{-8}$ S/cm with a standard deviation of $0.4\times10^{-8}$. Eight $6\times6\times6$ cells give $1.9\times10^{-8}$ with a standard deviation of $0.7\times10^{-8}$. Eight samples are too few to establish a size effect, but more of them do: 200 cells of side 6 average $(1.85\pm0.05)\times10^{-8}$ S/cm and 50 cells of side 10 average $(1.56\pm0.06)\times10^{-8}$. Four single cells of side 20 and 32 give $1.4$ to $1.6\times10^{-8}$.

The mobility lies within the very broad range, roughly $10^{-6}$ to $10^{-3}\ \mathrm{cm^2/Vs}$, associated with such materials. Real molecules also deform around a carrier. Marcus rates with a reorganization energy of 0.20 eV, at the same prefactor and site energies, multiply the dc conductivity by 0.32. For this sample, heating to 350 K with the original rates and fixed density multiplies the dc conductivity by 1.64; cells of side 20 and 32 give 1.58 to 1.67. At the mean carrier separation of 46 nm and relative permittivity 3, the repulsion is 10 meV, or $0.40\,kT$. Independence of the carriers is thus a rough approximation, and its effect on $\sigma$ has not been computed. Site blocking is weak in this cell, where the largest occupation is $1.6\times10^{-3}$. In this cell the mobility at 0.1 MV/cm differs from its linear value by $+2.8\%$ for one sign of the field and by $-1.0\%$ for the other, or $+0.9\%$ on average. Other cells and axes of this size give between about $-5\%$ and $+12\%$ for a single sign. An injecting device also has a nonuniform density, so this $\sigma$ is a local quantity.

A measured admittance contains the dielectric background as well. At the half-rise frequency, the hopping loss divided by the background displacement current is $1.7\times10^{-4}$. About a third of this, $6\times10^{-5}$, comes from the rise above the dc conductivity. Resolving that rise would require other dielectric losses to be smaller still, or to be subtracted reliably. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
thermal energy: 25.852 meV
energy width: 60.0 meV = 2.3209 kT
spacing 1.0 nm, density 1.0e+16 cm^-3
attempt rate: 1.0e+13 s^-1
nearest-neighbour rate: 4.5400e+08 s^-1
mobility unit: 1.7561e-04 cm2/Vs
conductivity unit: 2.8137e-07 S/cm
sites in sample: 1000; bonds: 13000
largest relative detailed-balance error: 3.3e-13
slowest relaxation rate: 1.5181e+06 s^-1
fastest relaxation rate: 3.6504e+09 s^-1
reduced D0: 0.050091; reduced D_inf: 0.101689
dc mobility: 8.7967e-06 cm2/Vs
dc conductivity: 1.4094e-08 S/cm
plateau conductivity: 2.8612e-08 S/cm
plateau/dc ratio: 2.030
half-rise frequency: 7.3195e+07 Hz
largest log slope: 0.170 at 1.15e+08 Hz
f=1e+05 Hz: Re 1.4110e-08, Im 1.1544e-10 S/cm
f=1e+06 Hz: Re 1.4407e-08, Im 7.0949e-10 S/cm
f=1e+07 Hz: Re 1.6430e-08, Im 2.7004e-09 S/cm
f=1e+08 Hz: Re 2.2495e-08, Im 4.7555e-09 S/cm
f=1e+09 Hz: Re 2.8334e-08, Im 1.4987e-09 S/cm
f=1e+10 Hz: Re 2.8609e-08, Im 1.5617e-10 S/cm
f=1e+11 Hz: Re 2.8612e-08, Im 1.5624e-11 S/cm
first high-frequency moment (reduced): 0.07685
second high-frequency moment (reduced): 0.20048
driven-equation relative error: 3.8e-06
Gaussian-average reduced D_inf: 0.10744
large-lattice reduced D_inf: 0.10964
weak ring, exact D0: 6.0000e-20 (reduced)
weak ring, bond squares: 6.0000e-20 (reduced)
weak ring, subtraction: 5.5511e-16 (reduced)
dead end, mobility at field 0: 0.5000 (reduced)
dead end, mobility at field 4: -0.0605 (reduced)
side 6, 8 samples: dc mean 1.919e-08, s.d. 7.0e-09 S/cm
side 10, 8 samples: dc mean 1.450e-08, s.d. 4.0e-09 S/cm
relative permittivity: 3.0
carrier separation: 46.42 nm
carrier repulsion: 10.34 meV = 0.400 kT
largest site occupation: 1.64e-03
field 0.01 MV/cm: mobility/linear = 1.0001
field 0.1 MV/cm: mobility/linear = 1.0088
Marcus reorganization energy: 0.20 eV
Marcus/Miller-Abrahams dc ratio: 0.3232
dc conductivity ratio 350 K/300 K: 1.641
omega/attempt rate at 1e11 Hz: 0.0628
hopping loss tangent at half rise: 1.748e-04
```
